\section*{Why a perfectly transmitting single-mode wire still has resistance}

\section*{Question}

I am trying to understand the smallest possible resistance of a contact to a very narrow conductor. Suppose that the conductor carries a single mode, occupied by both spins, and that every electron entering at one end leaves at the other. The transmission probability is then $T=1$. Resistance comes from scattering, and here nothing scatters, so I would expect a voltmeter connected across the device to read zero at any small current.

I am told that the two-terminal resistance is nevertheless finite. Is this residual resistance a sign of imperfect contacts? If not, where does the voltage drop, and where does the power $IV$ go when no electron loses energy in the wire?

\section*{Answer}

The statement that nothing scatters concerns the wire. The two-terminal voltage concerns the reservoirs at its ends. To connect them, one has to count the electrons that each reservoir sends into the wire.

\subsection*{Assumptions and signs}

The left and right reservoirs have chemical potentials $\mu_L>\mu_R$ and a common temperature $\Theta$. Each fills the states leaving it according to its own Fermi function,
\begin{equation}
f_{L,R}(E)=\frac{1}{e^{(E-\mu_{L,R})/k_B\Theta}+1},
\end{equation}
and absorbs whatever arrives. An electron that reaches an end of the wire always passes into the reservoir there; the openings do not reflect it back into the wire. Electrons move independently in a steady mean-field potential, and the two spin states are degenerate.

I take $e>0$ and define
\begin{equation}
V=\frac{\mu_L-\mu_R}{e},
\end{equation}
with $I$ equal to $e$ times the net number of electrons passing from left to right per unit time. The conventional electric current points the other way, but with these definitions $I$, $V$ and $R=V/I$ are all positive.

\subsection*{Counting the current}

Let the mode have the dispersion $E(k)=E(-k)$, rising monotonically from its bottom $E_b$ at $k=0$. In a wire of length $\ell$ the allowed $k$ values are spaced by $2\pi/\ell$, so there are $dk/2\pi$ states per unit length and per spin in an interval $dk$. An electron in such a state moves with velocity $v=(1/\hbar)\,dE/dk$.

States with $k>0$ were filled by the left reservoir and states with $k<0$ by the right one. With a factor 2 for spin,
\begin{equation}
I=2e\int_0^\infty\frac{dk}{2\pi}\,v(k)\left[f_L(E)-f_R(E)\right].
\end{equation}
The minus sign arises because the left movers have velocity $-v$. Now $v\,dk=dE/\hbar$, and $2\pi\hbar=h$, so
\begin{equation}
I=\frac{2e}{h}\int_{E_b}^\infty dE\left[f_L(E)-f_R(E)\right].
\label{eq:current}
\end{equation}
The velocity has cancelled against the density of states. A heavier electron moves more slowly, but there are correspondingly more states per unit energy. Neither the mass nor the wire length remains.

To evaluate the integral, note that
\begin{equation}
\frac{d}{dE}\left[-k_B\Theta\ln\!\left(1+e^{(\mu-E)/k_B\Theta}\right)\right]
=\frac{e^{(\mu-E)/k_B\Theta}}{1+e^{(\mu-E)/k_B\Theta}}=f(E).
\end{equation}
The bracket vanishes as $E\to\infty$, and therefore
\begin{equation}
I=\frac{2e}{h}\,k_B\Theta\,
\ln\frac{1+e^{(\mu_L-E_b)/k_B\Theta}}{1+e^{(\mu_R-E_b)/k_B\Theta}}.
\label{eq:log}
\end{equation}
If both chemical potentials lie many $k_B\Theta$ above $E_b$, the ones are negligible beside the exponentials. The logarithm becomes $(\mu_L-\mu_R)/k_B\Theta=eV/k_B\Theta$, so that
\begin{equation}
I=\frac{2e^2}{h}V,\qquad
R=\frac{V}{I}=\frac{h}{2e^2}.
\label{eq:result}
\end{equation}
In Hartree atomic units $\hbar=e=1$ and $h=2\pi$, which gives $R=\pi$. In ohms it is $12\,906.4\ \Omega$.

This answers the first question: the resistance is present with reflectionless openings, so it does not indicate a poor contact. Equation~(\ref{eq:result}) can also be read backwards. Right movers carry the chemical potential $\mu_L$ and left movers $\mu_R$, and a net current $I$ requires these to differ by $hI/2e$. Perfect transmission preserves each stream along the wire. It does not make the two streams equal, and if they were equal the net current would be zero.

\subsection*{Numbers, and the case of a nearly empty band}

Take a temperature of 4.0 K, for which $k_B\Theta=0.3447$ meV, a mean chemical potential 10 meV above the band bottom, and a bias of 1 mV. The bottom is then about 29 thermal energies away. Integrating over $k$ gives $I=77.48$ nA, and
\begin{equation}
R=\frac{1.000\times10^{-3}\ \mathrm{V}}{77.4809\times10^{-9}\ \mathrm{A}}
=1.2906\times10^{4}\ \Omega .
\end{equation}
A parabolic band and a strongly nonparabolic one with a different mass both give $3.141593$ atomic units, as the cancellation of the velocity requires.

The condition on the band bottom matters. For small $V$, put $\mu_{L,R}=\mu\pm eV/2$ in Eq.~(\ref{eq:log}) and expand to first order. The derivative of $k_B\Theta\ln(1+e^{(\mu-E_b)/k_B\Theta})$ with respect to $\mu$ is $f(E_b)$, so
\begin{equation}
G=\frac{I}{V}=\frac{2e^2}{h}\,f(E_b),\qquad
f(E_b)=\frac{1}{1+e^{-(\mu-E_b)/k_B\Theta}} .
\end{equation}
With $\mu$ only 0.50 meV above the bottom, the exponent is $0.50/0.3447=1.45$ and $f(E_b)=0.810$. The resistance rises to $12\,906/0.810\approx15.9\ \mathrm{k}\Omega$. Every electron that enters is still transmitted, but part of the thermal energy window lies below the band, where the wire has no states.

\subsection*{The same result without reservoir formulas}

One may suspect that the resistance was put in by hand with the two Fermi functions. A closed system provides a check. Take a uniform chain of 400 sites, with the hopping energy as the unit of energy and $\hbar=e=1$. Prepare its left half with a higher filling than its right half, the difference in chemical potential being $V=0.2$. Then remove the potential step that held the fillings apart and let the Schr\"odinger equation act. The chain is now uniform, so no site in its interior scatters.

Two fronts run outwards from the junction. Until reflections from the chain ends return, the distant halves act as reservoirs for the region between the fronts. Equation~(\ref{eq:result}) then predicts a steady current $V/\pi=0.2/\pi=0.06366$. The time evolution gives a plateau on which the current still fluctuates slightly: its values at five times between 40 and 80 differ by less than 2\%. Their mean is $0.06370$, which is 0.06\% above the prediction. The perfect chain does not carry an arbitrarily large current; it carries what the difference in filling supplies.

The density tells us more. Between the fronts, the right movers have the filling of the left half and the left movers that of the right half. Since each direction contributes half of a bulk density, the expected density is
\begin{equation}
n=\frac{n_L}{2}+\frac{n_R}{2}=\frac{0.87167+0.80580}{2}=0.8387
\end{equation}
electrons per site. At time 80, the calculated values 40 sites to the left and to the right of the junction are $0.83873$ and $0.83878$. There is a current, but the density difference between the two points, about $0.00005$, is less than a thousandth of the difference $0.06587$ between the original halves.

\subsection*{Where the voltage drops}

To assign a local chemical potential $\mu_p$ to a system with two streams, attach a probe so weakly that it does not disturb them, and adjust $\mu_p$ until the probe draws no net current. Let $\rho_L$ and $\rho_R$ be the local densities of states fed by the left and right reservoirs. At low temperature and small bias, the exchange with each group is proportional to its density times its difference in chemical potential:
\begin{equation}
\rho_L(\mu_L-\mu_p)+\rho_R(\mu_R-\mu_p)=0 .
\end{equation}
Solving for $\mu_p$ and subtracting $\mu_R$ gives
\begin{equation}
\mu_p-\mu_R=\frac{\rho_L\mu_L+\rho_R\mu_R}{\rho_L+\rho_R}-\mu_R
=eV\,\frac{\rho_L}{\rho_L+\rho_R}.
\end{equation}
I call $u=(\mu_p-\mu_R)/eV$ the reading. It is 1 in the left reservoir and 0 in the right one. A phase-coherent probe also sees interference fringes wherever a wave is partly reflected. All readings below are therefore formed by first averaging $\rho_L$ and $\rho_R$ over position and then taking the ratio. This is not the same as averaging the readings of a point probe, because $u$ is not linear in the densities.

In the perfect wire, right and left movers have equal densities of states, hence $u=1/2$ at every position. The voltage between two such probes in the wire is zero. This is the correct part of your expectation: a four-terminal measurement of this kind gives zero resistance. The whole of $V$ drops outside the wire, half on each side, which assigns $h/4e^2$ to each end.

Now let a wide lead with $M$ modes connect the left reservoir to the wire. The lead contains $M$ incoming and $M$ outgoing streams. The outgoing streams carry a total flux corresponding to $M$ modes. Of this, $M-T$ consists of electrons that came from the left reservoir and were turned back at the narrowing, and $T$ comes from the right. If all streams had equal density, the reading would be
\begin{equation}
u_{\rm lead}\approx\frac{2M-T}{2M}=1-\frac{T}{2M}.
\label{eq:lead}
\end{equation}
For many modes it approaches the reservoir value. The drop then lies at the opening, where the current of a wide conductor has to pass through one mode. Note that electrons turned back at the narrowing do not contradict $T=1$, which states that the one mode of the wire is fully used.

A two-dimensional lattice shows this explicitly. Wide leads taper smoothly into a wire with parabolic side walls. In units of the hopping, the electron energy is 0.5, while the continuum estimate for the two lowest transverse levels of the wire is 0.25 and 0.75, so one mode is open. The readings are as follows.

\begin{center}
\begin{tabular}{cccccc}
\hline
$M$ & $T$ & left lead & wire, left & wire, right & right lead\\
\hline
3 & 0.999998 & 0.866 & 0.500 & 0.500 & 0.134\\
7 & 0.999998 & 0.950 & 0.500 & 0.500 & 0.050\\
\hline
\end{tabular}
\end{center}

For $M=7$, a fraction $0.950-0.500=0.450$ of the voltage drops at each opening, $0.050$ between each lead and its reservoir, and nothing measurable inside the wire. Shortening the wire from 101 to 61 sites leaves these readings unchanged to the digits shown.

Equation~(\ref{eq:lead}) would give 0.833 and 0.929 for the two left leads, somewhat below the calculated values. It weights all modes equally, whereas the density of states of a mode is proportional to $1/v$, so it is only an estimate.

These readings are electrochemical potentials. The profile of the electrostatic potential also depends on how charge is screened, which this calculation does not include.

\subsection*{Adding a real scatterer}

Place a barrier of transmission $T<1$ in the middle of the wire. To its left, the states fed from the left consist of an incident stream of weight 1 and a reflected one of weight $1-T$. Those fed from the right have weight $T$. With the densities averaged over the fringes,
\begin{equation}
u_{\rm left}=\frac{1+(1-T)}{1+(1-T)+T}=1-\frac{T}{2}.
\end{equation}
To the right of the barrier, the left reservoir contributes weight $T$ out of the same total of 2, so $u_{\rm right}=T/2$. The fraction of the voltage that drops across the barrier is
\begin{equation}
u_{\rm left}-u_{\rm right}=1-T .
\end{equation}
The current is reduced to $I=(2e^2/h)TV$, if $T$ varies little over the energy window. The barrier alone therefore has the resistance
\begin{equation}
R_{\rm barrier}=\frac{(1-T)V}{I}=\frac{h}{2e^2}\,\frac{1-T}{T},
\end{equation}
and since $1/T=1+(1-T)/T$, the two-terminal resistance separates as
\begin{equation}
R=\frac{h}{2e^2}\,\frac1T
=\frac{h}{2e^2}+\frac{h}{2e^2}\,\frac{1-T}{T}.
\label{eq:split}
\end{equation}
The argument that no scattering means no resistance applies to the second term. At $T=1$ that term vanishes and the first remains. In the opposite limit, $T\ll1$, the second term dominates and the two-terminal and four-terminal values nearly agree, which is why the distinction is unimportant for a strong barrier.

In the lattice example a barrier gives $T=0.4879$. The predicted readings are $1-T/2=0.756$ and $T/2=0.244$, and the calculated ones are $0.7561$ and $0.2439$. The total resistance is $12\,906/0.4879\approx26.45\ \mathrm{k}\Omega$. The calculated inner drop, $0.5123$ of the voltage, accounts for $0.5123\times26.45=13.55\ \mathrm{k}\Omega$. The remainder is $12.90\ \mathrm{k}\Omega$, which agrees with $h/2e^2=12.91\ \mathrm{k}\Omega$ to within 0.1\%. With readings defined from averaged densities, the contact part is thus the same with and without the barrier. This division depends on the definition. A point probe to the left of the barrier reads $u=1-T/[2+2\sqrt{1-T}\cos\theta]$, where $\theta$ is the phase of the fringe. Its average over position is $1-\sqrt{T}/2$, here 0.651 instead of 0.756. The two-terminal resistance is unaffected by this choice.

\subsection*{Where the heat appears}

An electron that leaves the left reservoir at energy $E$ is replaced by the external circuit at energy $\mu_L$. The reservoir gains $\mu_L-E$. The electron reaches the right reservoir at the same $E$, and the circuit removes one at $\mu_R$, so that reservoir gains $E-\mu_R$. For the perfect wire the heating rates are
\begin{align}
P_L&=\frac2h\int dE\,(\mu_L-E)(f_L-f_R),\\
P_R&=\frac2h\int dE\,(E-\mu_R)(f_L-f_R).
\end{align}
In the sum $E$ cancels, leaving
\begin{equation}
P_L+P_R=(\mu_L-\mu_R)\,\frac2h\int dE\,(f_L-f_R)=eV\,\frac{I}{e}=IV .
\end{equation}
The reservoirs account for all the power, and none is left for the wire.

To find the division, write $E=\mu+\varepsilon$ with $\mu=(\mu_L+\mu_R)/2$. Then $\mu_L-E=eV/2-\varepsilon$. With $g(x)=1/(e^{x/k_B\Theta}+1)$, the difference of Fermi functions is
\begin{equation}
f_L-f_R=g(\varepsilon-eV/2)-g(\varepsilon+eV/2).
\end{equation}
Because $g(-x)=1-g(x)$, replacing $\varepsilon$ by $-\varepsilon$ leaves this difference unchanged. It is even in $\varepsilon$, so the term of $P_L$ proportional to $\varepsilon$ integrates to zero when the band bottom is far below. What remains is
\begin{equation}
P_L=\frac{eV}{2}\,\frac{2}{h}\,eV=\frac{e^2V^2}{h}=\frac{IV}{2},
\end{equation}
and $P_R=IV-P_L=IV/2$. In the example with 1 mV, $IV=77.48$ pW, and each reservoir receives 38.74 pW. Near the band bottom the energy window is cut off on one side, the odd term survives, and the two shares need no longer be equal.

\subsection*{What this means for a contact}

If the narrow region has $N$ open modes, each fully transmitted, their currents add and $R=h/(2e^2N)$. This value belongs to both ends together. Each end accounts for half of it, $h/(4e^2N)$, measured between the reservoir and a probe in the narrow region. If all $N$ modes are also fully transmitted beyond a single metal--semiconductor contact, its resistance, defined in this way, cannot fall below $h/(4e^2N)$, and a lower value requires more modes. The bound is reached only if the interface does not reflect. Removing the barrier is not sufficient for that, since a mismatch of velocity between metal and semiconductor reflects electrons even without one. For one mode with interface transmission $T_c$, the reading $T_c/2$ behind the interface gives $(h/2e^2)(1/T_c-1/2)$. If electrons are reflected further on, the share of one end can be different, provided that the modes have different velocities. With equal densities in all streams, Eq.~(\ref{eq:lead}) gives a drop $TV/2M$ at the current $(2e^2/h)TV$, which is again a resistance $h/(4e^2M)$. With unequal densities this no longer holds. In the table above, the drop between the left reservoir and the seven-mode lead corresponds to $0.050\,h/2e^2$, which is less than $h/(4e^2\cdot7)=0.071\,h/2e^2$. If a spin splitting leaves one spin state in the energy window, the factor 2 is lost and the single-mode value becomes $h/e^2$.

The result relies on reservoirs that emit with independent Fermi distributions. Superconducting leads do not satisfy that assumption and need a separate treatment. Scattering along a long wire is covered by the second term of Eq.~(\ref{eq:split}) in so far as it can be described by an elastic transmission $T$. The numerical output below lists the values used here.

\section*{Table of computed values}
\begin{verbatim}
h/(2e^2) from constants: 12906.404 ohm
temperature: 4.0 K; kT: 0.3447 meV
mu above band bottom: 10.00 meV
bias: 1.000 mV
current, k integral: 77.4809 nA
resistance, parabolic band: 12906.404 ohm
resistance, parabolic band: 3.141593 atomic units
resistance, nonparabolic band: 3.141593 atomic units
heat in left reservoir: 38.7405 pW
heat in right reservoir: 38.7405 pW
total power I*V: 77.4809 pW
low-filling case, mu above bottom: 0.50 meV
low-filling case, bias: 0.010 meV/e
low-filling G/(2e^2/h), k integral: 0.81008
low-filling Fermi factor at bottom: 0.81009
low-filling resistance: 15932.2 ohm
chain: 400 sites, mu -0.5, bias 0.2, kT 0.05 (hopping units)
chain plateau current: 0.063698 hopping/hbar
chain current / (V/pi): 1.00056
chain bulk densities: 0.87167, 0.80580 electrons/site
chain mean bulk density: 0.83873 electrons/site
chain density 40 sites left of junction: 0.83873
chain density 40 sites right of junction: 0.83878
constriction: energy 0.5, wire oscillator energy parameter 0.25 (hopping)
probe readings are (mu_probe - mu_R)/(eV), dimensionless
lead width 15, wire 101 sites: open lead modes 3, T = 0.999998
  left lead 0.8663, wire left 0.5000, wire right 0.5000, right lead 0.1337
lead width 31, wire 101 sites: open lead modes 7, T = 0.999998
  left lead 0.9504, wire left 0.5000, wire right 0.5000, right lead 0.0496
lead width 31, wire 61 sites: open lead modes 7, T = 1.000000
  left lead 0.9504, wire left 0.5000, wire right 0.5000, right lead 0.0496
same as second, barrier 1.0 hopping: open lead modes 7, T = 0.487927
  left lead 0.9758, wire left 0.7561, wire right 0.2439, right lead 0.0242
barrier: drop inside wire 0.5123, 1-T 0.5121
barrier: two-terminal resistance 26451.5 ohm
barrier: resistance from inner drop 13550.5 ohm
barrier: remaining contact part 12901.0 ohm
\end{verbatim}
